# Electron Affinities Do Not Fix Band Offsets: Comment on Anderson's Rule

## The argument under review

The argument submitted for comment runs as follows. "The electron affinity $\chi$ is the energy of the vacuum level above the conduction-band edge. Two semiconductors in contact share one vacuum level. Crystal A therefore has its conduction edge at $-\chi_A$ and crystal B at $-\chi_B$, so that

$$E_{cB}-E_{cA}=\chi_A-\chi_B .$$

The affinities are properties of the two materials, and hence so is the offset."

The definition in the first sentence is correct. The second and last sentences need examination: do the crystals share a vacuum level, and is $\chi$ a property of the material alone?

## What each quantity contains

All energies below are electron energies. Let $U$ be the electrostatic level deep inside a crystal, averaged over a layer, and let $e_c$ be the bulk conduction edge measured from $U$. The crystals are thick and carry no free carriers, no external field is applied, neither has a bulk polarization along the growth axis, and each surface and the interface has zero net charge. Then $U$ is flat away from surfaces and interfaces.

At a free surface define the step $D=V_{\rm vac}-U$, with $V_{\rm vac}$ taken just outside. The conduction edge lies at $U+e_c$, so

$$\chi=V_{\rm vac}-(U+e_c)=D-e_c .$$

The edge $e_c$ belongs to the bulk. The step $D$ belongs to one particular surface.

At the buried junction define $S=U_B-U_A$. The true offset is

$$\Delta E_c=(U_B+e_{cB})-(U_A+e_{cA})=e_{cB}-e_{cA}+S ,$$

whereas the affinities give

$$\chi_A-\chi_B=e_{cB}-e_{cA}+D_A-D_B .$$

Subtraction gives the error of the rule relative to the true offset:

$$(\chi_A-\chi_B)-\Delta E_c=D_A-D_B-S. \qquad (1)$$

The rule holds if and only if the interface step equals the difference of the surface steps.

How a step is divided from a bulk edge depends on the reference chosen for $U$. If $U_A$ and $U_B$ are redefined by adding constants $a_A$ and $a_B$, then $D_A-D_B$ and $S$ both change by $a_B-a_A$. Equation (1) is unaffected, so the error is not an artefact of the reference.

The "shared vacuum level" can now be checked. In a bonded slab with A on the left, follow the energy from vacuum to vacuum: $U_A=V_L-D_A$, then $U_B=U_A+S$, then $V_R=U_B+D_B$. Hence

$$V_L-V_R=D_A-D_B-S .$$

This is the error (1). The rule assumes that the vacuum levels outside the two faces coincide, and nothing in the electrostatics requires that.

## A model in which the termination can be changed

Each layer has one cation and one anion orbital per cell, at energies $m+\delta$ and $m-\delta$. Their hopping is $t_1$ within a layer and $t_2$ between a cation and an anion in adjacent layers. Each ion core has charge $+1$, in units of $e$, and there are two electrons per cell. For Bloch phase $kd$ the off-diagonal element is $f=t_1+2t_2\cos kd$, and the $2\times2$ determinant gives

$$(E-m)^2=\delta^2+f^2 .$$

With $t_1>2t_2>0$, $|f|$ is smallest at $kd=\pi$, so

$$e_{c,v}=m\pm\sqrt{\delta^2+(t_1-2t_2)^2}.$$

The ions interact through the planar average of their charge. For sheets of charge $q_j$ per cell area $\mathcal A$ at $z_j$, with no field on the left, Gauss's law gives the field $(e/\varepsilon_0\mathcal A)\sum_j q_j\theta(z-z_j)$. An electron's energy is $-e$ times the potential, so its slope is $+e$ times the field:

$$U(z)=K\sum_j q_j(z-z_j)\theta(z-z_j),\qquad K=\frac{e^2}{\varepsilon_0\mathcal A}.$$

This is a mean-field model without in-plane dispersion, exchange–correlation or spill-out of electrons into the vacuum. Local fields within a plane are absorbed into the site energies, which are kept fixed; the change in these fields when the ionic charges change is neglected.

The termination is set by buckling the outer layer: the anion moves outward by $u/2$ and the cation inward by $u/2$, with hoppings unchanged. Let the bulk ions carry charges $\pm Q$. At a left surface with these charges frozen, the level inside is

$$K[-Q(z+u/2)+Q(z-u/2)]=-KQu ,$$

so $D_{\rm frozen}=+KQu$. Moving the anion outward raises the affinity.

**Flat surfaces.** For $u=0$ and no potential, write $H-m=\delta\sigma_z+F\sigma_x$. The Pauli matrices act on (cation, anion), and $F$ is the real symmetric hopping matrix between layers. Since $\sigma_y$ anticommutes with $\sigma_x$ and $\sigma_z$,

$$\sigma_y(H-m)\sigma_y=-(H-m).$$

The transformation exchanges occupied and empty states, so the occupied projector obeys $\sigma_yP\sigma_y=1-P$. Its cation element in any layer reads $P_{aa}=1-P_{cc}$. With two spins the layer holds $2(P_{cc}+P_{aa})=2$ electrons and is neutral, even at the surface where bonds are missing. Zero potential is thus self-consistent, and $D=0$.

The proof still works if $\delta$ varies from layer to layer, but it needs a common $m$. A flat, bonded junction with $m_A=m_B$ therefore has a solution with $S=0$, and there the affinity rule holds for flat outer surfaces. When $m_A\ne m_B$ this protection is lost.

**Reversed buckling.** Reversing $u$ exchanges the cation and anion positions. If $V$ is the self-consistent potential for $u$, the same transformation shows that $-V$, with its cation and anion values exchanged, solves the problem for $-u$. Hence $D(-u)=-D(u)$ in this model.

## One pair of crystals, nine predictions

Take round parameters, in eV: for A, $m=-5.2$, $\delta=1.0$, $t_1=1.2$, $t_2=0.50$; for B, $m=-4.0$, $\delta=1.1$, $t_1=1.2$, $t_2=0.45$. The layer spacing is $d=2.0$ Å and $\mathcal A=16$ Å$^2$, so $K=11.309$ eV/Å. Then

$$e_{cA}=-5.2+\sqrt{1.0^2+0.2^2}=-4.180\ {\rm eV},$$
$$e_{cB}=-4.0+\sqrt{1.1^2+0.3^2}=-2.860\ {\rm eV}.$$

Their difference is $1.320$ eV.

Buckle A by $u=0.10$ Å with the anion outward. Frozen charges $Q=0.675$ would give $D_A=11.309\times0.675\times0.10=0.763$ eV. The self-consistent value is $0.463$ eV; the reduction comes from the rearrangement of electrons, the one thing that differs between the two estimates. For B the self-consistent step is $0.516$ eV. The affinity of A is thus $4.643$, $4.180$ or $3.717$ eV for anion outward, flat and cation outward. That of B is $3.376$, $2.860$ or $2.344$ eV. The bulk crystals are the same throughout.

The values of $\chi_A-\chi_B$, in eV, are:

| A \ B | anion out | flat | cation out |
|---|---|---|---|
| anion out | 1.267 | 1.783 | 2.299 |
| flat | 0.804 | 1.320 | 1.836 |
| cation out | 0.342 | 0.858 | 1.374 |

In the bonded junction the hopping across the contact is the mean of the two $t_2$ values, $0.475$ eV. The junction has $S=-0.610$ eV, and therefore one offset:

$$\Delta E_c=1.320-0.610=0.710\ {\rm eV}$$

Calculating the junction with all nine pairs of outer terminations leaves this offset unchanged to numerical accuracy, while the vacuum-level difference follows (1) each time.

The offset can also be read from the energy levels of the junction, without using $S$. With 40 layers of each crystal this gives $0.709$ eV, lower by $1.3$ meV. Confinement accounts for the difference. It raises the smallest $f$ by about $t_2(\pi/40)^2$, which moves the electron edge in A up by about $0.6$ meV and the hole edge in B down by about $0.7$ meV. The separation of these edges grows, and the inferred offset falls by their sum.

## Removing the surface dipoles is not a repair

The author might reply that the affinities should be taken from surfaces without a dipole. The flat surfaces here have $D_A=D_B=0$, and the rule still gives $1.320$ eV, which is $0.610$ eV above the true offset. The interface has a dipole of its own.

Its origin is visible in the layer charges. Across the contact $0.0238$ electrons per cell move from B to A. All layers here are flat, so each gap between layers contributes $Kd=22.62$ eV times the total charge to its left. The central gap gives $-22.62\times0.0238=-0.538$ eV. In the gap before it the accumulated charge is $-0.02380+0.02213=-0.00167$; in the gap after it, $-0.02380+0.02235=-0.00145$. Together these two give $-0.071$ eV. The sum, $-0.609$ eV, accounts for $S$ up to small contributions from farther layers and rounding. A becomes negative and B positive, which lowers B's levels relative to A's.

The error matters for the band line-up. The gaps are $2.040$ eV in A and $2.280$ eV in B, so the true valence offset is

$$\Delta E_v=0.710-(2.280-2.040)=0.469\ {\rm eV}$$

(from unrounded values). Both edges of B lie above those of A. The spatially indirect gap, from B's valence edge to A's conduction edge, is $2.040-0.469=1.570$ eV (from unrounded values). The rule with flat surfaces would put it at $e_{cA}-e_{vB}=-4.180+5.140=0.960$ eV.

## Where the rule does hold

Suppose the two crystals face each other across field-free vacuum, with no bonds and no charge exchange. The vacuum between them has a single level, so $U_A+D_A=U_B+D_B$, where the steps are those of the facing surfaces. Then $S=D_A-D_B$, and (1) vanishes. Here the rule follows from the shared vacuum level itself. In a bonded contact it holds only if $S$ equals $D_A-D_B$, which the contact does not guarantee.

The model gives an example of the case without bonds. Cut the hopping across the contact, and let a cation-outward surface of A face an anion-outward surface of B. The step is $-0.463-0.516=-0.979$ eV and the offset $0.342$ eV, the corresponding entry of the table. With flat facing surfaces the step is zero when the bonds are cut, $-0.263$ eV when the interface hopping is at half strength, and $-0.610$ eV at full strength. The offset therefore depends on how the interface is bonded, and it is not fixed exactly by the two bulk crystals. Halving the hopping is a drastic change, however, and for a fully bonded contact most of $S$ is set by the bulk. In linear response a step in $m$ is screened like an applied potential, so $S\approx-(m_B-m_A)(1-1/\varepsilon)$, where $\varepsilon$ is the dielectric constant of the model along the growth axis. A crystal with the mean parameters of A and B has $\varepsilon=1.92$, which gives $-0.576$ eV. Grading the parameters linearly over 1 to 10 layers gives $S$ from $-0.589$ to $-0.577$ eV, exchanging the two layers at the contact leaves it at $-0.61$ eV, and taking the contact hopping equal to $t_2$ of A or of B gives $-0.641$ or $-0.579$ eV. For such changes the interface-specific part is a few tens of meV.

Agreement with the rule in one case does not show that its premise holds in general. If A is terminated cation-outward and B anion-outward, each with $u=0.057$ Å, the affinities are $3.891$ and $3.181$ eV. Their difference is $0.710$ eV, equal to the true offset. By (1), the vacuum levels outside the two faces coincide for this particular choice of terminations. Now reverse both bucklings. Since $D$ changes sign, $D_A-D_B$ goes from $-0.610$ to $+0.610$ eV, and the prediction becomes $1.931$ eV (from unrounded values) for the same buried junction.

## Requested correction

The sentence "two semiconductors in contact share one vacuum level" should be replaced by the condition $S=D_A-D_B$, and each affinity should be quoted with its surface. The claim that the offset is a property of the two materials does not follow from the affinities. It can still hold approximately for a different reason: in lattice-matched isovalent junctions such as GaAs/AlAs the offset is nearly independent of orientation and abruptness, whereas in heterovalent junctions such as Ge/GaAs it depends on the atomic arrangement at the interface. The offset of a bonded junction should come from a calculation or measurement of that junction, either through $S$ or directly from its band edges.

The sizes found here belong to this model. Real flat surfaces also have a step from electron spill-out, and real interfaces may relax, intermix or be strained; strain changes $e_c$ as well. In doped structures the bands bend, and $S$ must then be read over a distance longer than the interface charge layer but short compared with the bending. Relation (1) survives these additions if $e_c$, $D$ and $S$ refer to the same states of strain and the same reference levels. If the affinities were measured on unstrained crystals and the junction strains them, the right side of (1) gains the term $\delta e_{cA}-\delta e_{cB}$, where $\delta e_c$ is the strained bulk edge minus the unstrained one. The numerical output below lists the parameters of the two crystals and the main computed results.

## Calculated quantities

```
Layer spacing 2.0 angstrom, cell area 16.0 angstrom^2
Coulomb factor e^2/(eps0 area): 11.309 eV/angstrom
A: mid -5.20, delta 1.00, t1 1.20, t2 0.50 eV
A: bulk ev -6.2198, ec -4.1802, gap 2.0396 eV
A: bulk cation charge 0.6746 e
B: mid -4.00, delta 1.10, t1 1.20, t2 0.45 eV
B: bulk ev -5.1402, ec -2.8598, gap 2.2804 eV
B: bulk cation charge 0.6985 e
Surface buckling used: 0.10 angstrom
A anion out: surface step 0.4628, affinity 4.6430 eV
A flat: surface step 0.0000, affinity 4.1802 eV
A cation out: surface step -0.4628, affinity 3.7174 eV
B anion out: surface step 0.5160, affinity 3.3758 eV
B flat: surface step 0.0000, affinity 2.8598 eV
B cation out: surface step -0.5160, affinity 2.3438 eV
Largest affinity difference from slab spectra: 0.37 meV
Affinity-rule conduction offsets, eV:
  A anion out, B anion out: 1.2671
  A anion out, B flat: 1.7831
  A anion out, B cation out: 2.2992
  A flat, B anion out: 0.8044
  A flat, B flat: 1.3204
  A flat, B cation out: 1.8364
  A cation out, B anion out: 0.3416
  A cation out, B flat: 0.8576
  A cation out, B cation out: 1.3736
Bulk-edge difference ecB-ecA: 1.3204 eV
Interface step S: -0.6105 eV
Interface step from smeared Poisson: -0.6105 eV
True conduction offset: 0.7099 eV
True valence offset EvB-EvA: 0.4692 eV
Conduction offset from junction spectrum: 0.7086 eV
Affinity-rule error, both surfaces flat: 0.6105 eV
Electrons moved from B to A per cell: 0.02380
Charges of last two A and first two B layers, e: -0.00164, -0.02213, 0.02235, 0.00143
Interface bond scale 0.0: step 0.0000 eV
Interface bond scale 0.5: step -0.2629 eV
Interface bond scale 1.0: step -0.6105 eV
Largest offset change with outer termination: 1.5e-10 eV
Largest error of vacuum-level relation: 5.6e-10 eV
Cut bonds, A cation out facing B anion out: step -0.9788 eV
Same cut contact: conduction offset 0.3416 eV
Accidental match: A cation out, B anion out, u 0.0570 angstrom
Matching affinities: A 3.8908, B 3.1808 eV
```
